# Why Fermi-surface repopulation softens shear and slows k-convergence in d-band metals

**Q.** Shear constants calculated for neighbouring transition metals can jump, while the bulk modulus varies smoothly. I am told that strain splits bands at the Fermi level. Why should that lower a shear constant?

**A.** Take two bands that share a density of states $D$ equally. A shear $\gamma$ raises one by $\Xi\gamma$ and lowers the other by $\Xi\gamma$, where $\Xi$ is the deformation potential. Before electrons move, the Fermi levels of the two bands differ by $2\Xi\gamma$. To level them, $(D/2)\,\Xi\gamma$ electrons leave the raised band. The first gains $2\Xi\gamma$ and the last gains nothing, so the average gain is $\Xi\gamma$. Hence

$$\Delta E=-\tfrac12 D\,\Xi^2\gamma^2,\qquad \frac{d^2\Delta E}{d\gamma^2}=-D\,\Xi^2 .$$

The gain is quadratic in strain, so it competes directly with the elastic energy.

**Q.** Real bands do not move rigidly. What replaces this estimate?

**A.** Consider independent electrons at temperature $T$, with Fermi–Dirac occupations $f$. Let $\sum$ denote the sum over bands and both spins, averaged over the Brillouin zone. The wavevector is held fixed in units of the strained reciprocal lattice. Primes are derivatives with respect to $\gamma$ at $\gamma=0$, and $s=-\partial f/\partial\varepsilon$. The grand potential is

$$\Omega(\mu,\gamma)=-kT\sum\ln\left(1+e^{(\mu-\varepsilon)/kT}\right).$$

Its derivatives, with subscripts naming the variables, are

$$\Omega_\mu=-\sum f=-n,\qquad \Omega_\gamma=\sum f\varepsilon',$$
$$\Omega_{\mu\mu}=-\sum s\equiv-D,\qquad \Omega_{\gamma\mu}=\sum s\varepsilon',$$
$$\Omega_{\gamma\gamma}=\sum f\varepsilon''-\sum s\,\varepsilon'^2 .$$

The crystal keeps its electron number $n$, so the relevant energy is $F=\Omega+\mu n$. At fixed $n$,

$$F'=\Omega_\gamma+(\Omega_\mu+n)\mu'=\Omega_\gamma,\qquad F''=\Omega_{\gamma\gamma}+\Omega_{\gamma\mu}\,\mu' .$$

Differentiating $\Omega_\mu=-n$ gives $\Omega_{\mu\gamma}+\Omega_{\mu\mu}\mu'=0$, so $\mu'=\sum s\varepsilon'/D$. This is the Fermi-surface average $\langle\varepsilon'\rangle$. Substitution gives

$$F''=\sum f\varepsilon''-D\left(\langle\varepsilon'^2\rangle-\langle\varepsilon'\rangle^2\right).$$

What is subtracted is $D$ times the *variance* of the deformation potential. If strain shifts all states at the Fermi surface by the same energy, no electron moves and nothing is gained.

**Q.** Is that why shear is singled out?

**A.** Yes, in this setting. Let the shear be $x\to xe^{\gamma}$, $y\to ye^{-\gamma}$ in a square crystal. A quarter turn reverses it, so $\varepsilon'$ takes opposite values at wavevectors related by that turn. Their weights $s$ are equal, hence $\langle\varepsilon'\rangle=0$ and the full $D\langle\varepsilon'^2\rangle$ survives.

Now take a dilation, with all lengths multiplied by $e^\eta$. If every hopping scales as $R^{-5}$ and the site energy is zero, then $\varepsilon(\eta)=e^{-5\eta}\varepsilon$ and $\varepsilon'=-5\varepsilon$. On a sharp Fermi surface this is the constant $-5\mu$, with zero variance. At finite temperature the variance of the energy, weighted by $s$, is $\pi^2(kT)^2/3$ for a constant density of states, which leaves about $25D\pi^2(kT)^2/3$.

For the model below at $kT=0.05$ eV, the unsubtracted square is 15.1 eV but the variance term is 0.37 eV. A numerical derivative of the free energy under dilation tests the subtraction. In a real metal the hoppings do not share one scaling law, so some variance can remain under dilation.

**Q.** Does $\sum f\varepsilon''$ hide another contribution from the Fermi level?

**A.** It does. Second-order perturbation theory for band $\nu$ gives

$$\varepsilon_\nu''=\langle\nu|H''|\nu\rangle+2\sum_{\lambda\ne\nu}\frac{|H'_{\nu\lambda}|^2}{\varepsilon_\nu-\varepsilon_\lambda}.$$

Multiply by $f_\nu$ and sum. Exchanging the labels and averaging the two forms yields

$$\sum f\varepsilon''=\sum f\langle H''\rangle+\sum_{\nu\ne\lambda}|H'_{\nu\lambda}|^2\,\frac{f_\nu-f_\lambda}{\varepsilon_\nu-\varepsilon_\lambda}.$$

Since $f$ decreases with energy, this interband term is never positive. At a degeneracy the quotient tends to $-s$, the same weight as in the Fermi-surface term. The two terms then combine into $-s\,\mathrm{Tr}\,H'^2$, which does not depend on how the degenerate states are chosen. When two bands are much closer than $kT$, a perturbation as small as their gap can move weight from one term to the other while hardly changing the sum. Only the sum then has a robust meaning.

**Q.** Can you show this on a model whose strain dependence is not put in by hand?

**A.** Put $xz$ and $yz$ orbitals on a square lattice of spacing $a$, one atom per cell, with orthogonal orbitals. For an in-plane bond with direction cosines $(l,m)$, the $xz$ orbital contains the bond's $\pi$ orbital with amplitude $l$, and $yz$ contains it with amplitude $m$. Neglect $\delta$ hopping and let the $\pi$ hopping be $V=P(a/R)^5$. The matrix elements are then $l^2V$, $lmV$ and $m^2V$.

Under shear, bonds along $x$ have $V=Pe^{-5\gamma}$ and couple $xz$ orbitals. Bonds along $y$ have $V=Pe^{5\gamma}$ and couple $yz$ orbitals. With $C=\cosh2\gamma$ and $\tau=\tanh2\gamma$, a diagonal bond obeys

$$R^2=2a^2C,\quad V=P_2C^{-5/2},\quad P_2=2^{-5/2}P,$$
$$l^2=\tfrac12(1+\tau),\quad m^2=\tfrac12(1-\tau),\quad lm=\pm\frac1{2C}.$$

Let $k_x,k_y$ be phases per lattice step, with $c_i=\cos k_i$ and $s_i=\sin k_i$. The four diagonal phases sum to $4c_xc_y$. Weighted with the sign of $lm$, they sum to $2\cos(k_x+k_y)-2\cos(k_x-k_y)=-4s_xs_y$. Therefore

$$H_{xx}=2Pe^{-5\gamma}c_x+2P_2C^{-5/2}(1+\tau)c_xc_y,$$
$$H_{yy}=2Pe^{5\gamma}c_y+2P_2C^{-5/2}(1-\tau)c_xc_y,$$
$$H_{xy}=-2P_2C^{-7/2}s_xs_y .$$

To second order $\tau=2\gamma$, $C^{-5/2}=1-5\gamma^2$ and $C^{-7/2}=1-7\gamma^2$. The derivatives follow:

$$H'_{xx}=-10Pc_x+4P_2c_xc_y,\quad H'_{yy}=10Pc_y-4P_2c_xc_y,\quad H'_{xy}=0,$$
$$H''_{xx}=50Pc_x-20P_2c_xc_y,\quad H''_{yy}=50Pc_y-20P_2c_xc_y,\quad H''_{xy}=28P_2s_xs_y .$$

On the line $k_x=k_y$, away from the degenerate points $(0,0)$ and $(\pi,\pi)$, $H_{xx}=H_{yy}$ and the eigenstates are equal mixtures of $xz$ and $yz$. There $H'_{xx}=-H'_{yy}$, so the diagonal elements of $H'$ in the band basis vanish and the strain coupling is entirely interband.

**Q.** Bands alone would not hold the lattice at spacing $a$.

**A.** Add a pair repulsion $A(a/R)^{10}$. Each atom owns two first-neighbour and two diagonal bonds, so

$$E_{\rm rep}=2A\cosh10\gamma+\frac{A}{16}C^{-5}.$$

At $\gamma=0$ this is $E_{\rm rep}=33A/16$. Since $C^{-5}=1-10\gamma^2$ to second order, the curvature is $E_{\rm rep}''=200A-\tfrac{20}{16}A=198.75A$.

Under dilation the total slope is $-5E_b-10E_{\rm rep}$, with $E_b=\sum f\varepsilon$. Zero stress requires $E_{\rm rep}=-E_b/2$, or $A=-8E_b/33$. I apply this at every filling and temperature, so $a$ stays the equilibrium spacing.

The elastic energy per area for strains $\gamma$ and $-\gamma$ is $(C_{11}-C_{12})\gamma^2=2C'\gamma^2$, where $C'=(C_{11}-C_{12})/2$. Multiplying by the cell area $a^2$ and differentiating twice gives

$$C'=\frac{E''}{4a^2},$$

where $E$ is the repulsion plus the electronic free energy. Because the stress is zero, logarithmic and linear strain give the same $C'$.

**Q.** What are the numbers?

**A.** I choose $P=0.5$ eV, $a=3$ Å and $n=1.2$ electrons per atom. At $kT=0.025$ eV on a $400\times400$ mesh, $E_b=-1.0404$ eV, so $A=8(1.0404)/33=0.2522$ eV. At the Fermi level $D=1.619$ eV$^{-1}$ and the rms deformation potential is 2.644 eV. The Fermi-surface term is

$$-D\langle\varepsilon'^2\rangle=-1.619\times(2.644)^2=-11.32\ \text{eV}.$$

The whole curvature, with repulsion, $H''$, interband and Fermi-surface parts in that order, is

$$E''=50.128-25.074-5.041-11.320=8.693\ \text{eV}.$$

Dividing by $4a^2=36$ Å$^2$ gives $C'=0.2415$ eV/Å$^2$, or 3.87 N/m. Without the last term it would be 0.556 eV/Å$^2$. The Fermi-surface term removes 57% of the stiffness because it acts on what remains after larger terms have partly cancelled.

**Q.** How do you know that moving electrons cause the reduction? It could be just one way of sorting terms.

**A.** Freeze each state's occupation at its unstrained value, but let the energies and orbitals follow the strain. The second derivative is then $\sum f\varepsilon''$, with no variance term. A numerical derivative with frozen occupations tests this. A second test lets the occupations relax and differentiates the total energy built from explicit neighbour sums. At four fillings it agrees with the full formula to better than $10^{-6}$ eV. The difference between the two situations is repopulation.

**Q.** Then should I look for peaks in the density of states?

**A.** Not for peaks alone. Here is part of the filling scan at $kT=0.025$ eV:

| $n$ | $D$ (eV$^{-1}$) | Fermi term (eV) | $C'$ (eV/Å$^2$) |
|---|---|---|---|
| 0.8 | 2.76 | −40.6 | −0.909 |
| 1.0 | 1.99 | −20.3 | −0.193 |
| 1.2 | 1.62 | −11.3 | 0.241 |
| 2.0 | 1.26 | −0.06 | 0.848 |
| 2.8 | 1.65 | −14.4 | 0.241 |

Between $n=1.2$ and $n=2$, $D$ falls by less than a quarter, but the Fermi term falls by a factor of about 200. The deformation potential at the Fermi level has nearly vanished. What remains at $n=2$ falls roughly as $(kT)^2$ over the smearings used here, so the factor itself depends on the smearing.

The limit $P_2=0$ shows why the deformation potential is so small there. The $xz$ and $yz$ bands become independent chains, $2P\cos k_x$ and $2P\cos k_y$, with $\varepsilon'=\mp5\varepsilon$. Let $\theta=\pi n/4$. At $T=0$ each chain fills a fraction $\theta/\pi$ of its states, centred on $k=\pi$, so

$$\mu=-2P\cos\theta,\quad v=2P\sin\theta,\quad D=\frac{4}{\pi v},\quad E_b=-\frac4\pi\,2P\sin\theta .$$

Here $v=|d\varepsilon/dk|$ at the Fermi level, an energy because $k$ is a phase. The factor 4 counts two spins and two chains. Each chain has two Fermi points per spin, and each contributes $1/(2\pi v)$.

The band part from $H''$ is $25E_b$. First-neighbour repulsion gives $100E_{\rm rep}=-50E_b$. Subtracting $25\mu^2D$,

$$E''=\frac{100}{\pi}\,2P\left(\sin\theta-\frac{\cos^2\theta}{\sin\theta}\right)=-\frac{100}{\pi}\,2P\,\frac{\cos2\theta}{\sin\theta}.$$

At half filling, $n=2$, the Fermi level sits where the deformation potential is zero. Towards the band edges both $D$ and $\Xi^2$ grow. The chains become unstable for $n<1$ and $n>3$. The full model follows this pattern: $C'$ changes sign between $n=1.0$ and 1.2, and again between 2.8 and 3.2. A negative $C'$ means that the square lattice lowers its energy by distorting. A positive $C'$ does not exclude instabilities at finite wavelength.

**Q.** My energies converge quickly with the k-mesh, but $C'$ swings about. Is it the same physics?

**A.** It is. Consider one chain and one spin. For $N$ equally spaced points including $k=0$, Poisson summation turns the mesh average of a periodic function $g$ into

$$\frac1N\sum_jg(k_j)=\sum_{m=-\infty}^{\infty}\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,g(k)\,e^{imNk}.$$

The $m=0$ term is the exact integral and the others are the error. For the Fermi-surface term $g=s\,\varepsilon'^2$. At low temperature I linearize the band at each Fermi point $\pm k_F$ and set $u=\varepsilon-\mu$. The required integral is

$$I(t)=\int_{-\infty}^{\infty}s(u)\,e^{itu}\,du,\qquad t=\frac{mN}{v}.$$

The function $s=1/[4kT\cosh^2(u/2kT)]$ repeats under $u\to u+2\pi i\,kT$. Shifting the contour by this amount multiplies $I$ by $e^{-2\pi kTt}$. Between the contours lies one double pole, at $u=i\pi kT$, where $s=-kT/(u-i\pi kT)^2$ plus regular terms. The residue is $-ikTt\,e^{-\pi kTt}$, hence

$$I\left(1-e^{-2\pi kTt}\right)=2\pi kTt\,e^{-\pi kTt},\qquad I=\frac{\pi kTt}{\sinh(\pi kTt)} .$$

Define $X(x)=x/\sinh x$ and $x=\pi kTN/v$. Adding both Fermi points and both signs of $m$, the error relative to the Fermi-surface term is

$$2\sum_{m\ge1}\cos(mNk_F)\,X(mx).$$

It oscillates with $N$ and starts to decay exponentially only when $N$ exceeds roughly $v/(\pi kT)$. As $T\to0$, $X\to1$ and the decay disappears.

**Q.** Why does the energy escape?

**A.** Let $g$ now be the grand-potential integrand and $q=mN$. Two integrations by parts give $-q^{-2}\int g_{kk}e^{iqk}\,dk/2\pi$, with $g_{kk}=-s\,\varepsilon_k^2+f\varepsilon_{kk}$. The second piece is smaller by a further factor of order $1/q$. The first is the integral just done, with $v^2$ in place of $\varepsilon'^2$. The leading error per spin is therefore

$$\frac{2v}{\pi N^2}\sum_{m\ge1}\frac{\cos(mNk_F)}{m^2}\,X(mx).$$

The factor $1/N^2$ protects the energy. Strain moves the Fermi point by $|dk_F/d\gamma|=\Xi/v$, so two strain derivatives of the cosine bring down $-m^2N^2\Xi^2/v^2$. The protection is lost.

Explicit chain sums test both formulas for every seventh $N$ between 300 and 900 at $kT=0.001$ eV. On these meshes the Fermi-surface term is wrong by up to 2.6 times its own value, while the grand potential is wrong by at most $3.6\times10^{-6}$ eV. The worst mesh in the whole range is $N=315$, where $Nk_F$ is almost a multiple of $2\pi$; there the errors are 3.0 times and $4.7\times10^{-6}$ eV.

In the two-band model at $n=1.2$ and $kT=0.025$ eV, even meshes from $N=14$ to 24 give an rms error of 0.18% in the band free energy. The rms error in the shear curvature is 66% of the total curvature.

**Q.** Can I estimate the mesh I need?

**A.** Roughly. An error of 2% in $E''$ is 0.17 eV, or 1.5% of the 11.3 eV Fermi term. For large $x$ the leading error amplitude is $4xe^{-x}$, which reaches 1.5% at $x\approx7.6$. The chain with $\mu=-0.6$ eV, close to our Fermi level, has $v=0.8$ eV. Then $N=xv/(\pi kT)\approx77$ at $kT=0.025$ eV.

Among meshes in steps of 8 up to 200, the model stays within 2% from $N=72$. At $kT=0.05$ and 0.0125 eV it needs 40 and 120, where the same $x$ would suggest 39 and 155. Scanning every $N$ up to 230 instead gives 38, 65 and 122 for $kT=0.05$, 0.025 and 0.0125 eV, so the growth is somewhat slower than $1/kT$. The chain estimate is a starting point; a scan of meshes has to confirm it.

**Q.** Why not use a large smearing and be done?

**A.** Because it changes the quantity you want. On the dense mesh $C'$ is 0.249 eV/Å$^2$ at $kT=0.0125$ eV, 0.209 at 0.05 eV and 0.129 at 0.2 eV. The mesh error has gone, but the Fermi surface has been averaged over energies where $D\Xi^2$ differs. The repulsion is also readjusted to zero stress at each $kT$, so the trend is not due to the Fermi term alone.

**Q.** And no smearing at all, with a very small strain?

**A.** That can converge to the wrong number. On a finite mesh with a gap between the last filled and first empty level, an infinitesimal strain moves no electron. With $N=24$, $n=1.236$ and a gap of 0.109 eV, step occupations give $C'=0.598$ eV/Å$^2$. The dense-mesh value is 0.307, and 0.586 with frozen occupations. The small-strain calculation has missed the softening.

As a rough estimate, filled and empty levels start to cross when $2\Xi\gamma$ is about the gap. Using $\Xi\approx2.64$ eV from the nearby filling, $\gamma\approx0.109/5.3\approx0.02$. The estimate is only indicative, because the two levels that bound this gap lie on $k_x=k_y$ and have $\varepsilon'=0$. The first crossing of a filled and an empty level nevertheless occurs at $\gamma=0.0205$. The secant value, from the energy change at finite strain, is indeed still 0.598 at $\gamma=0.01$ but falls to 0.498 at 0.03. Agreement between two small strains therefore proves nothing about the mesh.

Fix a smearing, converge the mesh for $C'$ itself, and then reduce the smearing and repeat. Keep $\Xi\gamma$ small compared with $kT$, or with the distance to sharp structure in $D$, so that the energy remains quadratic.

**Q.** How far does this carry over to a real transition metal?

**A.** The ingredients do: the density of states and the deformation potential at the Fermi level, which enter together as $D\Xi^2$. A narrow band alone is not enough. If all hoppings and $kT$ shrink by a common factor, $D$ grows by that factor but $\Xi$ falls by it, so $D\Xi^2$ shrinks in step with the other terms. What matters is where the Fermi level lies in the band, how strongly the hopping depends on bond length and direction, and how stiff the lattice would be with frozen occupations. The numbers here belong to the model. A self-consistent calculation adds the response of the potential to the moved charge, and a crystal with several atoms per cell adds internal relaxation. Neither is in these formulas. To diagnose a particular metal, compare $C'$ with relaxed and frozen occupations, and see which parts of the Fermi surface combine a large $\varepsilon'^2$ with a low band velocity, since slow states weigh more in $D$. The numerical output below gives the full scans.

## Computed values

```
P = 0.5 eV, second-neighbour P2 = 0.0884 eV, a = 3.0 A
main case: n = 1.2 per atom, kT = 0.025 eV, mesh 400x400
Fermi level -0.5889 eV; D = 1.6190 /eV per atom
rms deformation potential 2.6442 eV
band energy -1.0404 eV; repulsion A 0.2522 eV
parts of E'' (eV per atom):
  repulsion 50.128; direct band -25.074
  interband -5.041; Fermi surface -11.320
  total 8.693
C' frozen occupations 0.5559 eV/A^2
C' full 0.2415 eV/A^2 = 3.869 N/m
filling scan, kT 0.025 eV: n, D (/eV), Fermi term (eV), C' frozen, C' (eV/A^2)
  0.8 2.756 -40.630 0.2200 -0.9086
  1.0 1.993 -20.280 0.3707 -0.1926
  1.2 1.619 -11.320 0.5559 0.2415
  1.6 1.323 -2.719 0.7830 0.7074
  2.0 1.259 -0.057 0.8500 0.8484
  2.4 1.349 -3.116 0.7910 0.7044
  2.8 1.649 -14.410 0.6408 0.2405
  3.2 2.639 -48.014 0.4392 -0.8945
smearing scan, n = 1.2: kT (eV), C' (eV/A^2)
  0.2000 0.1290
  0.1000 0.1492
  0.0500 0.2091
  0.0250 0.2415
  0.0125 0.2485
C' (eV/A^2) on N x N meshes, N = 16, 32, 64, 128; A from dense mesh
  kT 0.0500 eV: 0.1356 0.2157 0.2090 0.2091
  kT 0.0250 eV: 0.0540 0.3177 0.2364 0.2415
  kT 0.0125 eV: -0.0141 0.4042 0.2383 0.2510
N from which all tested meshes (step 8, to 200) are within 2 percent:
  kT 0.05 eV: 40; kT 0.025 eV: 72; kT 0.0125 eV: 120
N = 14..24, kT 0.025 eV: rms relative error, energy 1.77e-03
  same meshes, shear curvature 6.59e-01
step occupations, N = 24: n = 1.2361, shell gap 0.10889 eV
  C' at vanishing strain 0.5983 eV/A^2
  secant C' at strain 0.002: 0.5983 eV/A^2
  secant C' at strain 0.01: 0.5981 eV/A^2
  secant C' at strain 0.03: 0.4981 eV/A^2
  dense, kT 0.0125 eV: C' 0.3067, frozen 0.5864 eV/A^2
  dense secant C' at strain 0.03: 0.3181 eV/A^2
dilation, N = 48, kT 0.05 eV: D<e'^2> = 15.091 eV
  D Var(e') = 0.372 eV
chain: mu -0.6 eV, kT 0.001 eV, v 2.400 eV A
  largest relative error of Fermi term, N 300..900: 2.593
  largest deviation from Poisson formula: 0.0134
  largest grand-potential error 3.57e-06 eV per spin
  its deviation from Poisson formula 1.43e-08 eV
largest formula-numerics gap in E'': 5.8e-07 eV
```
